# Minimax imaginary time and frequency grids, and what semicore states cost

## What dimensions fix

In RPA and GW a transition from an occupied to an empty orbital enters through its energy \(\Delta>0\). In a PAW calculation the projectors and augmentation terms change the matrix elements; the grids discussed here see the orbital energies alone. Let all transition energies lie in \([E_{\min},E_{\max}]\), and let a sum over \(N\) grid points replace \(1/\Delta\), the energy denominator of second-order theory. The problem contains two energies, so with \(\hbar=1\)

\[
\tau_i=\frac{\tilde\tau_i(R,N)}{E_{\min}},\qquad \omega_k=E_{\min}\,\tilde\omega_k(R,N),\qquad \text{error of }\frac1\Delta=\frac{E_N(R)}{E_{\min}},\qquad R=\frac{E_{\max}}{E_{\min}} .
\]

One table of grids, labelled by \(R\) and \(N\), serves every system with a gap, \(E_{\min}>0\). What remains is the pure function \(E_N(R)\). Below, \(x=\Delta/E_{\min}\in[1,R]\).

A transition responds in imaginary time as \(e^{-x|\tau|}\), whose Fourier transform is \(f_x(\omega)=2x/(x^2+\omega^2)\). Hence

\[
\int_{-\infty}^{\infty}e^{-2x|\tau|}d\tau=\frac1x=\frac1{2\pi}\int_{-\infty}^{\infty}f_x(\omega)^2\,d\omega .
\]

The first integral is elementary; the second is Parseval's theorem. Their discrete forms are

\[
\frac1x\approx\sum_{i=1}^N w_ie^{-a_ix},\quad \tau_i=\frac{a_i}{2E_{\min}},\qquad\qquad \frac1x\approx\sum_{k=1}^N\gamma_kf_x(\omega_k)^2 ,
\]

with physical weights \(w_i/E_{\min}\) and \(E_{\min}\gamma_k\). A minimax grid makes the largest absolute error on \([1,R]\) as small as possible.

## One point, by hand

Let a single exponential touch \(1/x\) at \(x_1\). Equal values and slopes require \(we^{-ax_1}=1/x_1\) and \(awe^{-ax_1}=1/x_1^2\). Dividing gives \(a=1/x_1\), and then \(w=e/x_1\). With \(t=x/x_1\) the error is

\[
e(x)=\frac1x\left(1-te^{1-t}\right)\ge0,
\]

because \(e^{t-1}\ge t\). On \([1,4]\) with \(x_1=2\) the end errors are \(1-\sqrt e/2\approx0.18\) and \(1/4-1/(2e)\approx0.07\).

For one frequency, equality of logarithmic slopes reads \(2/x_1-4x_1/(x_1^2+\omega^2)=-1/x_1\), so \(\omega^2=x_1^2/3\). Equality of values gives \(\gamma=(x_1^2+\omega^2)^2/(4x_1^3)=4x_1/9\). The error is again one-sided:

\[
e(x)=\frac1x\left[1-\frac{16t^3}{(3t^2+1)^2}\right]=\frac{(t-1)^2(9t^2+2t+1)}{x(3t^2+1)^2}.
\]

Raising the weight slightly splits the double zero into two simple ones, and the error has signs \(+,-,+\). Three unknowns, namely node, weight and \(E\), can then make the three extrema equal.

## Why equal extrema are optimal

For \(N\) points the pattern is \(2N+1\) extrema of equal size and alternating sign. If another \(N\)-point sum had a smaller maximum error, the difference of the two sums would change sign between neighbouring extrema and have at least \(2N\) zeros. It contains at most \(2N\) kernels, and \(n\) kernels can have at most \(n-1\) zeros:

- For exponentials, divide by one of them and differentiate. One term disappears, and by Rolle's theorem at most one zero is lost. Repeat. The same count, with multiplicities, holds when each exponential carries a polynomial \(c_0+c_1t+\dots+c_mt^m\), counted as \(m+1\) terms: after division by that exponential, \(m+1\) differentiations remove the polynomial and leave the degrees of the others unchanged.
- For squared Lorentzians put \(z=x^2\) and write \(\sum_kc_k(z+\omega_k^2)^{-2}=\int_0^\infty te^{-tz}g(t)\,dt\) with \(g=\sum_kc_ke^{-t\omega_k^2}\), which has at most \(n-1\) sign changes. A Laplace transform has no more zeros than its integrand has sign changes: if \(g\) changes sign at \(t_0\), multiplying the transform by \(e^{t_0z}\) and differentiating inserts \(-(t-t_0)\), which removes that change, while Rolle's theorem loses at most one zero.

This contradiction makes the levelled grid the global optimum.

## The algorithm

1. Choose \(R\), \(N\) and a kernel. Fit the logarithms \(p\) of nodes and weights by least squares on a mesh dense near both ends. Accept a fit with \(2N\) sign changes.
2. Find the largest \(|e|\) in each of the \(2N+1\) intervals of constant sign, at \(x_0,\dots,x_{2N}\).
3. Solve the linear system \(e(x_j)+\sum_m(\partial e(x_j)/\partial p_m)\,\delta p_m=(-1)^jE\) for \(\delta p\) and \(E\). Shorten the step until the maximum error falls.
4. Repeat steps 2 and 3 until the extrema are level.
5. If the expected error is very small, start from a levelled grid at larger \(R\). Shrink \(R\) in small steps, carry the extrema along, and solve \(e(x_j)=(-1)^jE\) by Newton's method without demanding descent.

## Exponential decay in time

The hand example generalizes: for any \(1<x_1<\dots<x_N<R\) there is a positive \(N\)-term sum touching \(1/x\) at every \(x_j\). This means that the rule \(\sum_iw_iF(a_i)\) integrates the \(2N\) functions \(e^{-x_jt}\), \(te^{-x_jt}\) exactly over \(t>0\).

*Existence.* Start from any \(N\) point masses and deform their moments linearly into those of \(dt\). The Jacobian is nonsingular, since a nonzero combination \(F\) of the functions has at most \(2N-1\) zeros and cannot have \(N\) double ones. The solution could be lost if nodes merge, a weight vanishes, or a node reaches \(0\) or \(\infty\). At most \(N-1\) interior nodes would then remain. Take \(F\) with double zeros there, a simple zero at \(0\) if a node arrived there, and no term \(te^{-x_1t}\) if one escaped to infinity; drop further functions until no other zero is possible. Then \(F\) has one sign, its sum over the limiting nodes vanishes, and its integral over the deformed measure does not. This is a contradiction.

*Sign.* Let \(h\) be the combination that matches \(e^{-xt}\) in value and slope at all \(a_i\). Then \(e(x)=\int_0^\infty[e^{-xt}-h(t)]dt\). The bracket combines \(2N+1\) functions and already has \(2N\) zeros, so it keeps one sign and \(e(x)\ne0\) for \(x\ne x_j\). The same argument with \(t^2e^{-x_jt}\) gives \(e''(x_j)\neq0\), so \(e\) does not change sign at \(x_j\). Since \(e\to+\infty\) as \(x\to0\), \(e\ge0\) everywhere.

*Bound.* From \(e\ge0\), \(\sum_iw_ie^{-a_ix}\le1/x\), so \(|e(z)|\le2/\mathrm{Re}\,z\) for complex \(z\). Take \(0<\delta<1\) and

\[
B(z)=\prod_{j=1}^N\frac{z-x_j}{z+x_j-2\delta},\qquad |B|=1\ \text{on}\ \mathrm{Re}\,z=\delta .
\]

The double zeros make \(e/B^2\) analytic for \(\mathrm{Re}\,z\ge\delta\). It is bounded by \(2/\delta\) on the edge, hence inside: \(e(x)\le(2/\delta)B(x)^2\).

*Choice of touching points.* Put \(y=(x-\delta)/(1-\delta)\in[1,R']\) with \(R'=(R-\delta)/(1-\delta)\). The factors become \((y-y_j)/(y+y_j)\). Use Jacobi functions with complementary modulus \(k'=1/R'\) and quarter periods \(K,K'\), and set \(y=R'\,\mathrm{dn}\,u\), \(y_j=R'\,\mathrm{dn}\,v_j\), \(v_j=(2j-1)K/2N\). Let \(q=e^{-\pi K'/K}\), \(p=q^2\) and

\[
T(s)=2p^{1/4}\sin s\prod_{n\ge1}\frac{|1-p^{2n}e^{2is}|^2}{|1-p^{2n-1}e^{2is}|^2}\quad(s\ \text{real}).
\]

Continued analytically, \(T\) is the theta quotient \(\theta_1/\theta_4\) of nome \(p\). With \(s=\pi u/2K\) and \(\zeta=\pi v/2K\),

\[
\left|\frac{\mathrm{dn}\,u-\mathrm{dn}\,v}{\mathrm{dn}\,u+\mathrm{dn}\,v}\right|=|T(s-\zeta)\,T(s+\zeta)| .
\]

Both sides come from functions with the same zeros \(\pm v\), poles \(\pm v+2iK'\) and periods \(2K,4iK'\), so their ratio is constant. The shift \(u\to u+2iK'\) inverts both, so the constant has modulus one.

The \(2N\) numbers \(e^{\mp2i\zeta_j}\) are the roots of \(r^{2N}=-1\), whence \(\prod_r(1-cr)=1+c^{2N}\). With \(Y=e^{4iNs}\) and \(P=p^{2N}\),

\[
|B|=q^N|1+Y|\prod_{n\ge1}\frac{|1+P^{2n}Y|^2}{|1+P^{2n-1}Y|^2}\le2q^N .
\]

This is \(|\mathrm{sn}|\) of nome \(P\) times a constant, so its maximum is at \(Y=1\), where each quotient is below one. The product formula \(k'=4\sqrt{q'}\prod_n[(1+q'^{2n})/(1+q'^{2n-1})]^4\le4\sqrt{q'}\), with \(q'=e^{-\pi K/K'}\), gives \(K'/K\ge\pi/(2\ln4R')\). Therefore \(B^2\le4e^{-\pi^2N/\ln4R'}\). For \(\delta=1/2\), \(R'=2R-1<2R\), and the minimax error, being no larger than that of this sum, obeys

\[
\boxed{E_N^{\rm time}(R)\le16\,e^{-\pi^2N/\ln(8R)} } .
\]

Taking \(\delta=1/N\) instead moves the exponent per point to \(2\pi K'/K\), now with \(k'=1/R\), at the price of a prefactor proportional to \(N\): \(2/\delta=2N\), and \(R'=R+(R-1)/(N-1)\) changes \(K'/K\) only by \(O(1/N)\), which over \(N\) points costs a bounded factor. For large \(R\) this exponent approaches \(\pi^2/\ln4R\). As \(R\to1\), \(K'/K\to\infty\): one energy needs one point. If the gap closes, \(R\to\infty\), the exponent tends to zero and the estimate loses its use.

## Exponential decay in frequency

Now \(k'=1/R\), and \(\omega=\mathrm{sc}\,u=\mathrm{sn}\,u/\mathrm{cn}\,u\) maps one period \(2K\) onto the real frequency axis. Apply the midpoint rule with \(2N\) points and combine \(\pm\omega\):

\[
u_k=\frac{(k-\frac12)K}{N},\qquad \omega_k=\mathrm{sc}\,u_k,\qquad \gamma_k=\frac{K}{\pi N}\frac{\mathrm{dn}\,u_k}{\mathrm{cn}^2u_k}.
\]

First sum \(f_x\), whose integral over \(d\omega/2\pi\) is 1. Let \(G(u)=f_x(\omega)\,\omega'(u)/2\pi\) and \(x=1/\mathrm{dn}\,v\). \(G\) changes sign under \(u\to u+2iK'\). Between these two lines it has poles at \(\pm v+iK'\), where \(\omega=ix\), each with residue \(1/(2\pi i)\). The residue theorem gives

\[
\int_{-K}^{K}G\,e^{-i\pi mu/K}du=\frac{\cos(\pi mv/K)}{\cosh(\pi mK'/K)} .
\]

The midpoint rule retains \(m=2Nl\) with sign \((-1)^l\), so

\[
\sum_k\gamma_kf_x(\omega_k)=1+\varepsilon,\qquad \varepsilon=2\sum_{l\ge1}\frac{(-1)^l\cos(2\pi lNv/K)}{\cosh(2\pi lNK'/K)} .
\]

Direct differentiation shows \(f_x^2=f_x/x-\partial_xf_x\). The error of the squared sum is therefore \(\varepsilon/x-d\varepsilon/dx\). Here \(dx/dv=k^2\,\mathrm{sn}\,v\,\mathrm{cn}\,v/\mathrm{dn}^2v\) vanishes at the ends, but so does \(d\varepsilon/dv\). With \(\theta=\pi v/K\), \(|\sin2lN\theta|\le2lN\sin\theta\). Landen's transformation writes \((1+k')\,\mathrm{sn}\,v\,\mathrm{cn}\,v/\mathrm{dn}\,v\) as an \(\mathrm{sn}\) whose half period is \(v=K\); it is at least \(\sin\theta\), because the Jacobi amplitude is concave up to its quarter period. Hence \(\sin\theta\,\mathrm{dn}^2v/(\mathrm{sn}\,v\,\mathrm{cn}\,v)\le1+k'\). As \((1+k')/k^2=1/(1-1/R)\),

\[
\boxed{E_N^{\rm freq}(R)\le2\sum_{l\ge1}\frac{1+4\pi l^2N^2/[K(1-1/R)]}{\cosh(2\pi lNK'/K)} } .
\]

This is the same exponent with a prefactor growing as \(N^2\). The minimax grid can do no worse than this explicit rule.

Between \(N=5\) and 8 the computed logarithmic decay per point is:

- \(R=30\): 1.99 in time and 1.92 in frequency, against \(2\pi K'/K=2.06\).
- \(R=300\): 1.32 and 1.23, against 1.39.

The bounds are loose in size: at \(R=30\), \(N=8\) the time error is \(1.4\times10^{-7}\) and its bound \(8.9\times10^{-6}\). They do not exclude faster decay.

## Two different transitions

Second-order ring terms contain \(2/(x+y)\). In time, the sum at \((x+y)/2\) represents it, and this point lies in the range. In frequency, partial fractions and \(\partial_x(f_x/x)=-f_x^2/x\) give, for \(y>x\),

\[
\sum_k\gamma_kf_xf_y=\frac{2xy}{y^2-x^2}\int_x^y\frac{Q(t)}t\,dt,\qquad Q(t)=\sum_k\gamma_kf_t(\omega_k)^2 .
\]

Replacing \(Q\) by \(1/t\) yields \(2/(x+y)\). An error of at most \(E_N\) in \(Q\) produces at most \(E_N\,2r\ln r/(r^2-1)\) with \(r=y/x\), and this factor is \(\ln r/\sinh(\ln r)\le1\). The diagonal fit thus controls every pair. Higher RPA orders and GW are not covered by this bound, nor is the transformation between the two grids.

## Zinc: the price of semicore states

The zinc atom was computed with PBE in the def2-TZVP basis, keeping empty orbitals below 5 Ha. This Gaussian space is not a converged PAW basis. The calculation is non-relativistic and describes the gapped atom, not the metal; the high empty orbitals are discretized continuum states whose positions are set by the basis, so the digits below belong to this basis only. The smallest transition energy is \(0.17423\) Ha (4.74 eV), and the highest empty orbital kept lies at \(4.6610\) Ha. For 3d4s, and with 3s3p added,

\[
R=\frac{4.6610+0.3889}{0.17423}=28.98,\qquad R=\frac{4.6610+4.5964}{0.17423}=53.13 .
\]

At \(N=6\) the time error rises from \(6.9\times10^{-6}\) to \(2.06\times10^{-5}\), and the frequency error from \(1.5\times10^{-5}\) to \(4.1\times10^{-5}\). Including all shells from \(n=2\) gives \(R\approx266\) and errors of \(1.1\times10^{-4}\) and \(2.0\times10^{-4}\). An error of at most \(10^{-5}\) takes 6, 7 and 8 time points for the three sets, and 7, 7 and 9 frequency points. The cost is small because \(R\) enters through a logarithm, and because the high empty states had already made the valence range wide. With a lower empty-state cutoff the same semicore depth multiplies \(R\) by more: by 3.7 at a 2 Ha cutoff, against 1.8 at 5 Ha. The basis acts in the same way. In def2-QZVP the gap is \(0.1719\) Ha and the highest empty orbital below 5 Ha lies at \(2.80\) Ha, so \(R=18.6\) and \(43.0\), and the six-point time error rises from \(2.4\times10^{-6}\) to \(1.5\times10^{-5}\), a factor of about 6 instead of 3. Scalar relativity (X2C in def2-TZVP) moves the gap to \(0.181\) Ha and \(R\) to \(27.9\) and \(52.0\).

Keeping the valence grid is much worse than redesigning it. On the semicore range its six-point errors are \(1.5\times10^{-3}\) in time and \(1.6\times10^{-3}\) in frequency, about 72 and 38 times those of the new grids. The largest time error lies at the top of the range, \(x=53.13\), where it is \(1.5\times10^{-3}\times53.13\approx8\%\) of \(1/x\); the error leaves the valence level \(6.9\times10^{-6}\) as soon as \(x\) passes \(28.98\), reaching \(1.9\times10^{-5}\) at \(x=30\) and \(8\times10^{-5}\) at \(x=33\). Even the redesigned time grid, whose absolute error is level, has a relative error of \(2.06\times10^{-5}\times53.13\approx0.1\%\) at the top of the range.

As a test beyond second order, take the 260 transitions of the 3s3p3d4s set with a separable model coupling: \(F(\omega)=\sum_\nu b^2f_{\Delta_\nu}(\omega)\), with total strength \(g=\sum_\nu b^2=0.5\) Ha. The RPA energy is

\[
E_c=\frac12\int\frac{d\omega}{2\pi}\,[\ln(1+F)-F]=\frac12\Big(\sum_\nu\Omega_\nu-\sum_\nu\Delta_\nu-g\Big).
\]

Here \(\Omega_\nu^2\) are the eigenvalues of \(\Delta_\mu^2\delta_{\mu\nu}+2b^2\sqrt{\Delta_\mu\Delta_\nu}\), because \(1+F=\prod_\nu(\Omega_\nu^2+\omega^2)/(\Delta_\nu^2+\omega^2)\) and each logarithm integrates to \(2\pi(\Omega_\nu-\Delta_\nu)\). Diagonalization gives \(-0.0243255\) Ha for this set of transitions (the 370 transitions of def2-QZVP give \(-0.0258\) Ha; the number serves only as a reference for the quadrature). Frequency grids with 4, 6 and 8 points err by \(-3.3\times10^{-5}\), \(7.8\times10^{-8}\) and \(-1.4\times10^{-8}\) Ha.

The second-order part, \(-\frac14\sum_kE_{\min}\gamma_kF^2\), has a guaranteed error at \(N=6\) of at most \(\frac14g^2E_6/E_{\min}=0.25\times0.25\times4.148\times10^{-5}/0.17423\approx1.5\times10^{-5}\) Ha. The actual total error is far smaller. Among these three grids, errors of opposite sign cancel best at \(N=6\): the second-order part errs by \(-1.6\times10^{-7}\) Ha and the higher orders by \(+2.4\times10^{-7}\) Ha. Within second order, the errors of all pairs of transitions add up to only 5% of the sum of their magnitudes, against 28% at \(N=4\) and 11% at \(N=8\). The total error falls by a factor of about 400 from 4 to 6 points and only about 6 from 6 to 8, so this single energy is a poor measure of the convergence rate, for which the maximum error is the proper quantity. The six-point time and frequency grids for the 3s3p3d4s set are listed in the numerical output.

## Numbers as computed

```
one-sided sum, R=30, N=4, delta=0.5
 max zero product B     0.05395
 2 q^N                  0.05396
 max one-sided error    1.139e-03
elliptic rule, R=30, N=4: max |eps| 1.049e-03
maximum errors (dimensionless): time, bound; freq, bound
 R=30 N=4: 3.79e-04 1.2e-02; 6.66e-04 4.7e-02
 R=30 N=5: 5.34e-05 2.0e-03; 1.04e-04 9.2e-03
 R=30 N=6: 7.38e-06 3.2e-04; 1.57e-05 1.7e-03
 R=30 N=7: 1.01e-06 5.4e-05; 2.31e-06 2.9e-04
 R=30 N=8: 1.37e-07 8.9e-06; 3.33e-07 4.8e-05
 R=30 decay per point, N=5 to 8: time 1.989 freq 1.915
 R=30 2 pi K'/K 2.062, pi^2/ln(4R) 2.062
 R=300 N=4: 1.63e-03 1.0e-01; 2.01e-03 4.6e-01
 R=300 N=5: 4.55e-04 2.8e-02; 7.09e-04 1.7e-01
 R=300 N=6: 1.23e-04 7.9e-03; 2.14e-04 6.1e-02
 R=300 N=7: 3.30e-05 2.2e-03; 6.21e-05 2.1e-02
 R=300 N=8: 8.72e-06 6.3e-04; 1.76e-05 6.7e-03
 R=300 decay per point, N=5 to 8: time 1.318 freq 1.233
 R=300 2 pi K'/K 1.392, pi^2/ln(4R) 1.392
Zn PBE def2-TZVP, empty orbitals below 5.0 Ha: 26
 Emin 0.17423 Ha = 4.741 eV
 highest empty orbital kept 4.6610 Ha
 3d4s: deepest -0.3889 Ha, R 28.98
  N=6 errors: time 6.865e-06 freq 1.465e-05
  N for error 1e-05: time 6 freq 7
 3s3p3d4s: deepest -4.5964 Ha, R 53.13
  N=6 errors: time 2.060e-05 freq 4.148e-05
  N for error 1e-05: time 7 freq 7
 n>=2: deepest -41.6361 Ha, R 265.73
  N=6 errors: time 1.138e-04 freq 1.997e-04
  N for error 1e-05: time 8 freq 9
 valence time grid on semicore range: error 1.493e-03
 valence freq grid on semicore range: error 1.588e-03
grid 3s3p3d4s: tau, weight (1/Ha); omega, weight (Ha)
 0.04635 0.24401; 0.06072 0.04041
 0.27439 0.71581; 0.21809 0.06489
 0.84574 1.69945; 0.51661 0.13682
 2.16963 3.87686; 1.20062 0.33078
 5.13801 8.60809; 2.97135 0.90697
 11.82674 20.10263; 8.72443 3.57472
 largest pair error: time 2.060e-05 freq 4.148e-05
RPA model: 260 transitions, coupling 0.5 Ha
 energy by diagonalization -0.024325515 Ha
 N=4: energy -0.024358400 Ha, error -3.29e-05 Ha
 N=6: energy -0.024325437 Ha, error 7.83e-08 Ha
 N=8: energy -0.024325529 Ha, error -1.41e-08 Ha
```
